# Stability of a dissolving silicon front under hole and reactant diffusion

## Result

A silicon front $z=h(x,t)$ has solid above it, at $z>h$, and liquid below. Dissolution moves it towards $+z$ at mean speed $V$. Holes reach it by diffusion through the solid, hydrofluoric acid (HF) by diffusion through the liquid. A small corrugation $h=\varepsilon\cos(kx)\,e^{\sigma t}$, measured from the moving mean plane, has the growth rate

$$
\sigma=V\,\frac{q_p-q_c-\ell k^2}{1+q_p/\kappa_p+q_c/\kappa_c}.\qquad(1)
$$

The inverse lengths $q_p$ and $q_c$ measure how strongly hole diffusion and HF diffusion hold back the surface reaction, $\ell$ is a capillary length, and $\kappa_p,\kappa_c\approx k$ when the supply planes are many wavelengths away.

If hole diffusion alone controls the rate, $\sigma\approx+Vk$ and the front is unstable, down to a short wavelength set by capillarity. If HF diffusion alone controls it, $\sigma\approx-Vk$ and the front smooths. When both matter, the sign at long wavelength is that of $q_p-q_c$, which need not agree with the process that limits the planar rate more.

The algebra uses atomic units, so $e=1$ and hole current density equals hole flux; temperature $T$ is an energy. Numbers for the example are in laboratory units.

## First case: holes alone, consumed on arrival

Let $p$ be the hole density, $D_p$ the hole diffusivity and $\nu_p$ the number of holes used per dissolved atom. The front moves so slowly that the hole profile adjusts at once, so $\nabla^2p=0$ in a neutral solid without recombination. Suppose every arriving hole reacts, so that $p=0$ on the front.

For a flat front $p_0=G_pz$. If $R_0$ atoms dissolve per area and time, hole balance gives $D_pG_p=\nu_pR_0$. With atomic volume $\Omega$, the speed is $V=\Omega R_0$.

Now corrugate the front. The harmonic correction that varies as $\cos kx$ and decays into the solid is $p_1=Ae^{-kz}$, where $A$ carries the factor $\cos(kx)e^{\sigma t}$. To first order the front condition is

$$
0=p(h)=G_ph+A\quad\Rightarrow\quad A=-G_ph .
$$

The flux needs the derivative normal to the front, $(\partial_zp-h_x\partial_xp)/\sqrt{1+h_x^2}$. Both $h_x\partial_xp$ and $h_x^2$ are of second order, so $\partial_zp$ suffices. Since $p_0''=0$, evaluating it at $z=h$ or at $z=0$ makes no first-order difference:

$$
D_p\,\partial_zp=D_p(G_p-kA)=D_pG_p(1+kh).
$$

The local rate is therefore $R_0(1+kh)$. The vertical speed of the front differs from its normal speed by a factor $\sqrt{1+h_x^2}$, again of second order. Subtracting the mean motion,

$$
\partial_th=Vkh,\qquad\sigma=+Vk .
$$

A pit has $h>0$: it reaches towards the hole source, collects more holes and deepens.

If the holes come from a plane at finite distance $H$, the correction must vanish there:

$$
p_1=A\,\frac{\sinh k(H-z)}{\sinh kH},\qquad
\partial_zp_1\big|_0=-\kappa_pA,\qquad \kappa_p=k\coth kH .
$$

The same steps give $\sigma=V\kappa_p$, which returns to $Vk$ for $kH\gg1$.

## Second case: HF alone, consumed on arrival

Let $c$, $D_c$ and $\nu_c$ be the density, diffusivity and consumption per atom of HF, supplied from a plane at $z=-\delta$ through a stagnant layer. HF travels towards $+z$, so its density falls in that direction:

$$
c_0=-G_cz\quad(z<0),\qquad D_cG_c=\nu_cR_0 .
$$

The correction that vanishes at $z=-\delta$ is

$$
c_1=B\,\frac{\sinh k(z+\delta)}{\sinh k\delta},\qquad
\partial_zc_1\big|_0=+\kappa_cB,\qquad\kappa_c=k\coth k\delta .
$$

Setting $c=0$ on the front gives $-G_ch+B=0$, so $B=G_ch$. The arriving flux is

$$
-D_c\,\partial_zc=D_c(G_c-\kappa_cB)=D_cG_c(1-\kappa_ch),
$$

and hence $\sigma=-V\kappa_c$, or $-Vk$ for $k\delta\gg1$. A pit now lies farther from its supply and dissolves more slowly, while a solid bump reaches into fresh acid and is removed. The two cases differ in sign because the front moves towards the hole source and away from the HF source.

## General case: finite reaction rate

A real surface does not hold either density at zero. Let the rate be a function $R(p,c)$ of both surface densities, with derivatives $R_p,R_c\ge0$. Capillarity is added as follows. A solid bump in the liquid is a minimum of $h$, where $h_{xx}>0$. Its surface energy $\gamma$ raises the chemical potential of the solid by $\gamma\Omega h_{xx}$. If a fraction $\beta$ of this lowers the activation barrier, the rate is multiplied by

$$
e^{\ell h_{xx}}\simeq1-\ell k^2h,\qquad \ell=\frac{\beta\gamma\Omega}{T},
$$

because $h_{xx}=-k^2h$. Here $\gamma$ is taken as isotropic.

The flat profiles keep their slopes $G_p=\nu_pR_0/D_p$ and $-G_c=-\nu_cR_0/D_c$, now with nonzero surface densities. On the corrugated front these change by

$$
\delta p=G_ph+A,\qquad \delta c=-G_ch+B .
$$

Write the local rate as $R_0+R_1$. The balances for the two extra fluxes are

$$
-D_p\kappa_pA=\nu_pR_1,\qquad -D_c\kappa_cB=\nu_cR_1,
$$

so that

$$
A=-\frac{\nu_pR_1}{D_p\kappa_p},\qquad B=-\frac{\nu_cR_1}{D_c\kappa_c}.
$$

Both are negative where the rate is raised: faster reaction depletes its own supply. The rate law, to first order, is

$$
R_1=R_p(G_ph+A)+R_c(-G_ch+B)-\ell k^2hR_0 .
$$

Define

$$
q_p=\frac{\nu_pR_p}{D_p},\qquad q_c=\frac{\nu_cR_c}{D_c}.
$$

Then $R_pG_p=q_pR_0$ and $R_pA=-(q_p/\kappa_p)R_1$, with matching relations for HF. Moving the terms in $R_1$ to the left,

$$
R_1\left(1+\frac{q_p}{\kappa_p}+\frac{q_c}{\kappa_c}\right)=R_0h\,(q_p-q_c-\ell k^2).
$$

Since $\partial_th=\Omega R_1$ and $V=\Omega R_0$, this is equation (1).

The flat state itself drifts, because $H$ shrinks and $\delta$ grows as the front advances. Treating it as fixed requires at least $|\sigma|\gg V/H$ and $V/\delta$, unless the supply planes follow the front. Near the HF limit this is not sufficient, because a small change of $\delta$ then causes a large relative change of the small surface HF density.

## Limits of the general formula

**Hole diffusion control.** For $q_p\to\infty$ at fixed $k$ and $q_c$, numerator and denominator are both dominated by $q_p$, and $\sigma\to V\kappa_p$. For any finite $q_p>q_c$ the growth stops at

$$
k_0=\sqrt{(q_p-q_c)/\ell},
$$

so the instability belongs to wavelengths longer than $2\pi/k_0$.

**HF diffusion control.** For $q_c\to\infty$, $\sigma\to-V\kappa_c$. If $q_p=0$, the numerator is negative at every $k$, so within this model no wavelength grows.

**Reaction control.** When $q_p,q_c\to0$, only $-V\ell k^2$ remains. Without capillarity the front is neutral.

These limits were tested against a numerical solution of Laplace's equation around a corrugated front, with the rate law applied at each point of the front. In dimensionless units with $k=2$, $H=0.6$, $\delta=0.4$ and no capillarity, a strongly hole-limited front with $q_p=400$ gave $\sigma/(Vk)=1.192$, as does equation (1); the ideal limit is $\coth1.2=1.200$. A strongly HF-limited front with $q_c=600$ gave $-1.498$, again as equation (1), against the ideal $-1.506$.

**Uniform shift.** As $k\to0$, $\kappa_p\to1/H$ and $\kappa_c\to1/\delta$, so

$$
\frac{\sigma}{V}\to\frac{q_p-q_c}{1+q_pH+q_c\delta}.
$$

This can be found without any corrugation. Let $p_b$ and $c_b$ be the densities held at the supply planes. The flat rate obeys

$$
R=R\!\left(p_b-\frac{\nu_pRH}{D_p},\;c_b-\frac{\nu_cR\delta}{D_c}\right).
$$

Advance the whole front by $dh$, so that $H$ falls and $\delta$ rises by $dh$. Differentiation gives

$$
dR=q_p(R\,dh-H\,dR)-q_c(R\,dh+\delta\,dR),
$$

and solving for $d\ln R/dh$ reproduces the limit. It is a check on the algebra. When positive it is smaller than $1/H$, and when negative its size is smaller than $1/\delta$, so it cannot meet the drift condition above. It is a growth rate only if the supply planes move at the steady speed $V$ of the unperturbed front; planes tied to the actual mean position of the front would leave a uniform shift neutral.

## Which process controls, and which sign results

The planar rate offers a natural measure of control: the relative change of $R$ per relative change of $D_p$, with $p_b$ and $c_b$ fixed. Differentiating the flat-rate equation with respect to $\ln D_p$,

$$
dR=q_pH(R\,d\ln D_p-dR)-q_c\delta\,dR,
$$

$$
S_p\equiv\frac{\partial\ln R}{\partial\ln D_p}=\frac{q_pH}{1+q_pH+q_c\delta}.
$$

The share $S_p$ contains the distance $H$; the stability sign compares $q_p$ with $q_c$ alone. A thick wafer can therefore give hole diffusion most of the control over the planar rate while the front is already stable. The reason is that, without capillarity, the sign is set by the density changes $G_ph$ and $-G_ch$ that the displaced front meets in the flat profiles, weighted by $R_p$ and $R_c$. At given rate and surface densities, none of these depends on $H$ or $\delta$. The two distances enter equation (1) only through $\kappa_p$ and $\kappa_c$ in the denominator, which is positive and so alters the size of $\sigma$ but not its sign.

## Mass action and the threshold

To see the sign change in one system, take $R=Kpc$. Let $j$ be the current divided by its HF-limited value, reached when the surface HF density vanishes:

$$
R_{\lim}=\frac{D_cc_b}{\nu_c\delta},\qquad c_s=c_b(1-j),
$$

where $c_s$ is the surface HF density. Define $s_0=\nu_pKc_b$, the velocity at which the surface would collect holes in fresh acid. Then $R_p=Kc_s$ and $R_c=R/c_s$ give

$$
q_p=\frac{s_0}{D_p}(1-j),\qquad q_c=\frac{j}{\delta(1-j)} .
$$

Raising the current depletes HF at the surface. This weakens the hole term, since holes are then collected less readily, and strengthens the HF term. With capillarity negligible, $q_p=q_c$ at

$$
a(1-j)^2=j,\qquad a=\frac{s_0\delta}{D_p},
$$

a quadratic in $1-j$ whose positive root is

$$
1-j_c=\frac{\sqrt{1+4a}-1}{2a}.
$$

## Example: back-illuminated n-type silicon

The parameters are round, rough values for a wafer lit from behind in dilute HF: $D_p=12$ cm²/s, $D_c=1.5\times10^{-5}$ cm²/s, $H=300$ µm, $\delta=50$ µm, 0.50 mol/L HF, $\nu_p=2$, $\nu_c=6$ and $s_0=10^5$ cm/s. The acid and both distances are held fixed, and the illumination sets the current. The energy bands are taken as flat up to the front; the effect of band bending is considered further below. The planar shares quoted here refer to a fixed hole density $p_b$ at the supply plane. In a real wafer the light fixes the hole flux instead, and the planar rate then hardly depends on $D_p$. At the wavelength used here this leaves $\sigma$ unchanged, because $kH\gg1$. The HF-limited current density is

$$
J_{\lim}=\frac{e\nu_pD_cc_b}{\nu_c\delta}=48\ \text{mA/cm}^2 .
$$

For capillarity take $\beta=0.5$, $\gamma=0.050$ eV/Å², $\Omega=20$ Å$^3$ and $T=0.0257$ eV. Then $\ell=0.5\times0.050\times20/0.0257\approx19$ Å. At a wavelength of 20 µm, $k=0.314$ µm$^{-1}$ and $\ell k^2$ is about $2\times10^{-4}$ µm$^{-1}$, which matters only near the threshold.

**Low current, $j=0.20$.** The current is 9.6 mA/cm² and $V=6.0$ nm/s. Here $q_p=0.667$ and $q_c=0.005$ µm$^{-1}$, so

$$
\frac{\sigma}{V}\approx\frac{0.667-0.005}{1+0.667/0.314+0.005/0.314}\approx0.21\ \mu\text{m}^{-1}.
$$

Removing 10 µm multiplies the amplitude by $e^{2.1}\approx8$. The rate is below the ideal $Vk$ because $q_p/k$ is only about 2: at this wavelength the surface reaction still resists appreciably, although hole diffusion has a 99% share of the planar control.

**High current, $j=0.97$.** The current is 47 mA/cm², with $q_p=0.025$ and $q_c=0.647$ µm$^{-1}$. Equation (1) gives $\sigma/V=-0.20$ µm$^{-1}$, and removal of 10 µm leaves a fraction 0.14 of the amplitude.

**Threshold.** With $a=41.7$, $j_c=0.857$, or 41 mA/cm². There $q_p=q_c=0.12$ µm$^{-1}$, yet hole diffusion still has 84% of the planar control. The corrugated-front calculation gave growth at $j_c-0.03$ and decay at $j_c+0.03$, which confirms that the larger planar share does not decide the sign.

The amplitude factors assume a small slope throughout and fixed $H$ and $\delta$, as when the supply planes follow the front. If the planes stay in place instead, 10 µm of removal thickens the liquid layer by a fifth, which is not negligible near the HF limit. At fixed illumination and without recombination $j$ grows in proportion to $\delta$, so a front that starts at $j=0.97$ would reach the HF limit after only about 1.5 µm. With a hole lifetime of 1 ms the surplus holes recombine instead, and $j$ is about 0.99 at that depth.

## The fastest mode and the edge of the model

For $kH,k\delta\gg1$, put $\Delta=q_p-q_c$ and $\Sigma=q_p+q_c$. Then

$$
\frac{\sigma}{V}=\frac{k(\Delta-\ell k^2)}{k+\Sigma}.
$$

The derivative with respect to $k$ vanishes when

$$
(\Delta-3\ell k^2)(k+\Sigma)-k(\Delta-\ell k^2)=0 .
$$

The terms $\Delta k$ cancel, leaving

$$
2\ell k^3+3\Sigma\ell k^2=\Delta\Sigma=q_p^2-q_c^2 .
$$

At $j=0.20$ the solution is a wavelength of 1.4 µm, and growth ends at 0.34 µm. These values should not be read as a pore spacing. For a doping of $5\times10^{15}$ cm$^{-3}$ and a band bending of 1 V, the depletion layer has width $W=0.51$ µm, so $kW=2.3$ at the fastest mode. The electric field inside the layer then steers holes on the very scale of the corrugation, and diffusion in a neutral solid is no longer the right description. At 20 µm, $kW=0.16$, so the layer is thin compared with the corrugation, but it still changes the condition at the front. A band bending $\varphi$ (an energy) piles up holes at the surface. At very long wavelength this replaces $s_0$ by $s_0e^{\varphi/T}$ in the threshold formula; the finite speed of holes through the layer reduces $q_p$ and $q_c$ by the same factor and so leaves the threshold alone. At finite $k$ the piled-up holes also flow along the surface and even out their density. They occupy a sheet of thickness about $\lambda=TW/(2\varphi)$, and the factor on $s_0$ becomes roughly $e^{\varphi/T}/(1+k\lambda e^{\varphi/T})$, which depends on wavelength and levels off near $1/(k\lambda)$. At 20 µm it is about 35 for a bending of 0.1 eV, which moves $j_c$ from 0.86 to about 0.97, and about 500 for 1 eV, which moves $j_c$ to about 0.99, close to the HF limit. The sign change in the example therefore belongs to nearly flat bands.

## Relation to real etching

Back-illuminated n-type silicon in HF is a real route to macropores, but the example illustrates the formula and does not model that process. The acid is chosen dilute, which brings the HF limit down to a moderate current. In such acid, about 1% HF by weight, electropolishing sets in at roughly 5 mA/cm² at room temperature, below even the low-current case, so the simple two-hole rate law is used here outside its real range. The input $s_0$ is only a rough guess: a value ten times smaller or larger moves $j_c$ to 0.62 or 0.95, that is, to about 30 or 46 mA/cm². The threshold is not a prediction of the onset of electropolishing, where an oxide forms and the hole consumption rises towards four per atom. With $\nu_p=4$ and $s_0$ held fixed, $j_c$ is unchanged but the threshold current doubles.

Gas evolution is a further serious omission. With two holes per atom, one H$_2$ molecule forms per dissolved atom. Removing it by diffusion across the layer would need roughly 7 times its solubility at $j=0.20$ and 35 times at $j=0.97$, so bubbles form. Their volume flux, about 12 and 59 µm/s, is comparable with $D_c/\delta=30$ µm/s, so a real liquid layer would not be stagnant. The effects listed next are smaller. With a hole lifetime of 1 ms, recombination removes about 4% of the supplied holes before they reach the front at $j=0.20$ and nearly 5% at $j=0.97$, where more holes wait at the surface. Injected holes also set up a field: neutrality gives electrons the same density gradient as holes, and zero electron current requires a field that balances their diffusion. This field raises the hole flux by a fraction $p/n$, where $n$ is the electron density; at the supply plane that is 3% at $j=0.20$ and 14% at $j=0.97$. The flat-front depletion field is 0.04 MV/cm, roughly a tenth of the breakdown field, but a sharp pore tip would concentrate it. Front motion during diffusion enters through $V/(D_ck)\approx6\times10^{-5}$, and filling the volume vacated by the solid takes at most $c_b\Omega=0.006$ HF molecules per dissolved atom, which is 0.1% of the six consumed, so the quasi-static treatment is sound.

In isotropic etching without illumination, an oxidant dissolved in the liquid supplies the holes at the surface. Both reactants then come from the liquid side, and each contributes a density change of the form $-G_ih+B_i$. Repeating the flux balance gives

$$
\sigma=-V\,\frac{\sum_iq_i+\ell k^2}{1+\sum_iq_i/\kappa_i},
$$

which is negative at every $k$, provided that the rate rises with each reactant and that reaction products do not accelerate it. Under these provisos, the instability thus requires a supply from the side towards which the front advances. The common HF/HNO$_3$ etch does not meet them: it is autocatalytic, an accelerating product enters with $q_i<0$ and can make $\sigma$ positive, and HF-rich mixtures are known to give rough or porous surfaces. The full set of values is in the numerical output.

## Numbers as computed

```
Dimensionless tests, k = 2.0: sigma/(V k)
  hole diffusion      finite elements  1.19216  formula  1.19239
  HF diffusion        finite elements -1.49825  formula -1.49842
  reaction            finite elements -0.00050  formula -0.00050
  mixed, series law   finite elements  0.32052  formula  0.32060
  mixed, mass action  finite elements -0.95943  formula -0.95953
  ideal limits: holes 1.19954, HF -1.50594
  uniform shift, mixed, series law   dlnV/dh  0.59753  formula  0.59753
  uniform shift, mixed, mass action  dlnV/dh -1.60450  formula -1.60450
Example inputs (rough): T = 298.15 K, kT = 0.02569 eV
  D_p = 12.0 cm2/s, D_HF = 1.5e-05 cm2/s
  H = 300 um, delta = 50 um
  HF = 0.50 mol/L = 3.011e+20 cm^-3
  holes per Si = 2, HF per Si = 6, s0 = 1e+05 cm/s
  Omega = 20 A^3, gamma = 0.050 eV/A^2, beta = 0.5
  capillary length = 19.46 A
  HF-limited current = 48.24 mA/cm2
  wavelength = 20 um, k = 0.3142 1/um, k*delta = 15.71
j = 0.2000: J = 9.65 mA/cm2, V = 6.022 nm/s, p_b = 1.51e+14 cm^-3
  q_p = 0.6667, q_c = 0.0050 1/um, planar hole share = 0.994
  sigma/V = 0.21080 1/um (finite elements 0.21094)
  sigma = 1.269e-03 1/s, amplitude factor after 10 um = 8.231
j = 0.8566: J = 41.33 mA/cm2, V = 25.793 nm/s, p_b = 6.63e+14 cm^-3
  q_p = 0.1195, q_c = 0.1195 1/um, planar hole share = 0.837
  sigma/V = -0.00011 1/um (finite elements -0.00011)
  sigma = -2.814e-06 1/s, amplitude factor after 10 um = 0.999
j = 0.9700: J = 46.80 mA/cm2, V = 29.207 nm/s, p_b = 8.28e+14 cm^-3
  q_p = 0.0250, q_c = 0.6467 1/um, planar hole share = 0.184
  sigma/V = -0.19817 1/um (finite elements -0.19829)
  sigma = -5.788e-03 1/s, amplitude factor after 10 um = 0.138
Threshold j for s0/10 and 10*s0: 0.616, 0.952
Fastest mode at j = 0.20: wavelength 1.385 um, sigma/V 0.5415 1/um
  capillary cutoff wavelength = 0.341 um
Neglected effects: doping 5e+15 cm^-3, bending 1.0 V, lifetime 1.0 ms
  depletion width W = 0.509 um, peak field = 0.0393 MV/cm
  k*W at 20 um = 0.160, at fastest mode = 2.31
  hole diffusion length = 1095 um, supply lost = 3.64 %
  j = 0.20: p_b/doping = 0.030, flux gain p/(N+p) = 0.029
  j = 0.97: p_b/doping = 0.166, flux gain p/(N+p) = 0.142
  front motion V/(D_HF k) = 6.2e-05, HF swept c_b*Omega = 6.0e-03
```
